\section*{Quadrupolar relaxation of spin 3/2 and its extreme-narrowing limit}

\section{What symmetry fixes}

A nucleus of spin $I=3/2$ tumbles with its molecule in a field along $z$. Its quadrupole coupling has angular-frequency strength $\chi$ and fluctuates with correlation time $\tau$. Isotropic motion averages the coupling to zero. When the motion is fast, $\chi\tau\ll1$, the rates can be expanded in powers of $\chi$, and the linear term therefore vanishes. To leading order a rate is quadratic in $\chi$, and dimensions then require
\begin{equation}
R=\chi^2\tau\,f(\omega_0\tau),
\label{eq:dim}
\end{equation}
where $\omega_0$ is the Larmor frequency and $f$ is a dimensionless function, which also depends on the shape of the coupling tensor.

When $\omega_0\tau\to0$ the field drops out of $f$, and the relaxation has full rotational symmetry. The three components of $\mathbf I$ must then decay alike, with one common rate. At finite $\omega_0\tau$ the symmetry is axial. It keeps populations apart from coherences, but it allows several rates within each group. The calculation below finds these rates and the weights with which the magnetization contains them.

Energies are divided by $\hbar$ and are angular frequencies. Seconds and hertz are used because atomic units are unnatural on this scale. The assumptions are isotropic statistics, a single exponential correlation function, $\chi\tau\ll1$, high temperature, and no other relaxation mechanism.

\section{The fluctuating coupling}

The Hamiltonian is $H_0+H_Q(t)$ with $H_0=\omega_0I_z$ and
\begin{equation}
H_Q=\frac{\chi}{6}\sum_{ab}v_{ab}I_aI_b,\qquad \chi=2\pi C_Q .
\label{eq:HQ}
\end{equation}
Here $C_Q$ is the quadrupole coupling constant in hertz, and $6$ is the value of $2I(2I-1)$. The real tensor $v$ is symmetric and traceless, with principal values $1$, $-(1-\eta)/2$ and $-(1+\eta)/2$; $\eta$ is the asymmetry parameter.

Since $v_{xx}+v_{yy}=-v_{zz}$, the diagonal terms combine to $\frac12v_{zz}(3I_z^2-\mathbf I^2)+\frac12(v_{xx}-v_{yy})(I_x^2-I_y^2)$. With $I_\pm=I_x\pm iI_y$ and
\begin{equation}
u_1=v_{xz}-iv_{yz},\qquad u_2=v_{xx}-v_{yy}-2iv_{xy},
\end{equation}
the whole sum becomes
\begin{equation}
\begin{aligned}
\sum_{ab}v_{ab}I_aI_b={}&\tfrac12v_{zz}(3I_z^2-\mathbf I^2)
+\tfrac12\left[u_1(I_+I_z+I_zI_+)+\text{h.c.}\right]\\
&+\tfrac14\left[u_2I_+^2+\text{h.c.}\right].
\end{aligned}
\label{eq:expand}
\end{equation}

The elements of $I_+$ between neighbouring levels are $\sqrt3,2,\sqrt3$. The anticommutator multiplies each by the sum of the two $m$ values, which is $2$, $0$, $-2$. Both nonzero elements of $I_+^2$ are $2\sqrt3$. Writing $H_{mn}$ for $\langle m|H_Q|n\rangle$, we obtain
\begin{equation}
\begin{aligned}
H_{\pm\frac32,\pm\frac32}&=\frac{\chi v_{zz}}4, &
H_{\pm\frac12,\pm\frac12}&=-\frac{\chi v_{zz}}4,\\
H_{\frac32,\frac12}&=\frac{\sqrt3\,\chi u_1}{6}, &
H_{-\frac12,-\frac32}&=-\frac{\sqrt3\,\chi u_1}{6},\\
H_{\frac32,-\frac12}&=\frac{\sqrt3\,\chi u_2}{12}, &
H_{\frac12,-\frac32}&=\frac{\sqrt3\,\chi u_2}{12}.
\end{aligned}
\label{eq:elements}
\end{equation}
The elements $H_{\frac12,-\frac12}$ and $H_{\frac32,-\frac32}$ vanish: the first because its two $m$ values cancel, the second because $H_Q$ changes $m$ by at most two.

\subsection{Orientational averages}

An isotropic average of $v_{ab}v_{cd}$ can contain only products of Kronecker symbols. Symmetry and zero trace leave one constant $A$:
\begin{equation}
\langle v_{ab}v_{cd}\rangle=A\left(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}-\tfrac23\delta_{ab}\delta_{cd}\right).
\label{eq:iso}
\end{equation}
Setting $c=a$, $d=b$ and summing gives $A(9+3-2)=10A$. The same sum from the principal values is $1+\frac14(1-\eta)^2+\frac14(1+\eta)^2=\frac32s$, so
\begin{equation}
A=\frac{3s}{20},\qquad s=1+\frac{\eta^2}{3}.
\end{equation}
From \eqref{eq:iso}, $\langle v_{zz}^2\rangle=4A/3$ and $\langle|u_1|^2\rangle=2A$. Also $\langle(v_{xx}-v_{yy})^2\rangle=2(4A/3)+2(2A/3)=4A$, and $4\langle v_{xy}^2\rangle=4A$, so $\langle|u_2|^2\rangle=8A$. Inserting these in \eqref{eq:elements}, we find that every nonzero off-diagonal element has mean square
\begin{equation}
g=\frac{\chi^2A}{6}=\frac{\chi^2s}{40},
\label{eq:g}
\end{equation}
while every diagonal element has mean square $\chi^2A/12=g/2$.

\section{Second-order equation of motion}

Let $\sigma$ be the orientation-averaged deviation of the density matrix from equilibrium. A classical fluctuating field drives populations towards equality; a real bath drives them towards thermal equilibrium. To leading order in $\hbar\omega_0/k_BT$ this is accounted for by applying the relaxation equation to the deviation.

In the interaction picture, marked by a tilde, $\dot{\tilde\sigma}=-i[\tilde H_Q,\tilde\sigma]$ before averaging. Integrating once and substituting the result back gives a term linear in $\tilde H_Q$ and a double commutator. The linear term averages to zero if the initial spin state is uncorrelated with orientation. For $\chi\tau\ll1$ the state hardly changes during $\tau$, so in the double commutator it may be replaced by its average at time $t$. For $t\gg\tau$ the time integral may be extended to infinity. Returning to the original picture,
\begin{equation}
\dot\sigma=-i[H_0,\sigma]-\int_0^\infty\!du\,
\left\langle[H_Q(t),[H^{u},\sigma]]\right\rangle,
\label{eq:double}
\end{equation}
where $H^u_{kn}=e^{-i\omega_{kn}u}H_{kn}(t-u)$ and $\omega_{kn}=(k-n)\omega_0$.

The correlation of two elements at times separated by $u$ is their equal-time average times $e^{-u/\tau}$. The integrals needed are therefore
\begin{equation}
\int_0^\infty e^{i\omega u-u/\tau}du=J(\omega)+iK(\omega),\quad
J=\frac{\tau}{1+\omega^2\tau^2},\quad K=\omega\tau J .
\label{eq:JK}
\end{equation}
We write $J_k=J(k\omega_0)$ and $K_k=K(k\omega_0)$. $J$ is even in $\omega$ and $K$ is odd.

A rotation by $\varphi$ about $z$ multiplies $H_{mk}$ by $e^{-i(m-k)\varphi}$ but leaves isotropic averages unchanged. Hence $\langle H_{mk}H_{ln}\rangle$ vanishes unless $m-k=n-l$. The double commutator is $H_QH^u\sigma+\sigma H^uH_Q-H_Q\sigma H^u-H^u\sigma H_Q$. The first two terms return $\sigma_{mn}$ itself. The last two carry $J-iK$ at $\omega_{ln}$ and at $\omega_{mk}$; these frequencies are opposite, so the $K$ parts cancel and $2J$ remains. With $M_{mk}=\langle|H_{mk}|^2\rangle$,
\begin{equation}
\begin{aligned}
\dot\sigma_{mn}={}&-i(\omega_{mn}+D_m-D_n)\sigma_{mn}\\
&-\sum_k\left[M_{mk}J(\omega_{mk})+M_{nk}J(\omega_{nk})\right]\sigma_{mn}\\
&+2\!\!\sum_{k-l=m-n}\!\!\langle H_{mk}H_{ln}\rangle J(\omega_{mk})\,\sigma_{kl},
\end{aligned}
\label{eq:master}
\end{equation}
where $D_m=\sum_kM_{mk}K(\omega_{mk})$ is a shift of level $m$.

\section{Longitudinal relaxation}

For $m=n$ write $p_m=\sigma_{mm}$. The shifts cancel, and \eqref{eq:master} reduces to
\begin{equation}
\dot p_m=\sum_k2M_{mk}J(\omega_{mk})(p_k-p_m).
\end{equation}
Each outer level ($\pm\frac32$) exchanges population with both inner levels ($\pm\frac12$). The rate is $W_1=2gJ_1$ when $m$ changes by one and $W_2=2gJ_2$ when it changes by two. There is no exchange between the two inner levels or between the two outer ones. Define
\begin{equation}
a=p_{3/2}-p_{-3/2},\qquad b=p_{1/2}-p_{-1/2}.
\end{equation}
Subtracting the population equations in pairs gives
\begin{equation}
\begin{aligned}
\dot a&=-(W_1+W_2)a+(W_1-W_2)b,\\
\dot b&=-(W_1+W_2)b+(W_1-W_2)a.
\end{aligned}
\end{equation}
The difference $a-b$ therefore decays at $2W_1$ and the sum $a+b$ at $2W_2$. By \eqref{eq:g} these rates are
\begin{equation}
R_a=4gJ_1=\frac{\chi^2s}{10}J_1,\qquad
R_b=4gJ_2=\frac{\chi^2s}{10}J_2 .
\label{eq:Rl}
\end{equation}

The longitudinal magnetization, in units of the moment per unit spin, is
\begin{equation}
M_z=\tfrac32a+\tfrac12b=(a+b)+\tfrac12(a-b).
\label{eq:Mz}
\end{equation}
A nonselective pulse acting on thermal equilibrium leaves a population deviation proportional to $I_z$, for which $a=3b$. The two terms of \eqref{eq:Mz} are then $4b$ and $b$, so
\begin{equation}
\frac{M_z(t)}{M_z(0)}=0.2\,e^{-R_at}+0.8\,e^{-R_bt},
\label{eq:long}
\end{equation}
where $M_z$ denotes the deviation from equilibrium.

The weights belong to this preparation. Inverting the central transition alone exchanges $p_{1/2}$ and $p_{-1/2}$, which leaves a deviation with $a=0$. The terms of \eqref{eq:Mz} are then $b$ and $-b/2$, and the normalized deviation is $2e^{-R_bt}-e^{-R_at}$. Its initial slope is $R_a-2R_b$, which is positive when $J_1>2J_2$, that is, when $(\omega_0\tau)^2>\frac12$. In that regime the magnetization first moves away from equilibrium. The outer levels take up the disturbance at the initial rate $\dot a=(W_1-W_2)b$ for any nonzero $\omega_0\tau$, and they carry three times the moment of the inner ones; the slope changes sign when their gain $\frac32(W_1-W_2)b$ outweighs the loss $\frac12(W_1+W_2)b$ of the inner pair.

\section{Transverse relaxation}

The one-quantum coherences are $x=\sigma_{\frac32,\frac12}$, $y=\sigma_{\frac12,-\frac12}$ and $z'=\sigma_{-\frac12,-\frac32}$.

For $x$, the loss sum in \eqref{eq:master} is $gJ_0+2gJ_1+2gJ_2$. The transfer term with $k=m$, $l=n$ contributes $2\langle H_{\frac32,\frac32}H_{\frac12,\frac12}\rangle J_0=-gJ_0$, since the two diagonal elements are opposite. The total self-decay rate is thus $2g(J_0+J_1+J_2)$. Transfer from $z'$ has the coefficient
\begin{equation}
2\langle H_{\frac32,-\frac12}H_{-\frac32,\frac12}\rangle J_2=2gJ_2,
\end{equation}
because $H_{-\frac32,\frac12}$ is the complex conjugate of $H_{\frac12,-\frac32}=H_{\frac32,-\frac12}$. The coherence $z'$ has the same self-decay and receives the same transfer from $x$.

For $y$, the loss sum is again $gJ_0+2gJ_1+2gJ_2$, but the two diagonal elements are now equal. The corresponding transfer term is $+gJ_0$ and removes the dephasing, leaving $2g(J_1+J_2)$. Transfer between $y$ and either outer coherence contains the vanishing element $H_{\frac12,-\frac12}$ or its conjugate.

The level shifts follow from $M_{mk}=g$ for the allowed changes of $m$:
\begin{equation}
D_{\pm3/2}=\pm g(K_1+K_2),\qquad D_{\pm1/2}=\pm g(K_2-K_1).
\end{equation}
Both outer transitions are displaced by $D_{3/2}-D_{1/2}=D_{-1/2}-D_{-3/2}=2gK_1$, and the central one by $2g(K_2-K_1)$. Because the outer displacements are equal at this order, $x+z'$ and $x-z'$ are normal modes of \eqref{eq:master}. In the sum the transfer cancels the $J_2$ part of the self-decay. The modes contributing to the signal have
\begin{equation}
\begin{aligned}
R_o&=2g(J_0+J_1)=\frac{\chi^2s}{20}(J_0+J_1), & \Delta_o&=\frac{\chi^2s}{20}K_1,\\
R_c&=2g(J_1+J_2)=\frac{\chi^2s}{20}(J_1+J_2), & \Delta_c&=\frac{\chi^2s}{20}(K_2-K_1).
\end{aligned}
\label{eq:Rt}
\end{equation}
The difference $x-z'$ decays faster, at $2g(J_0+J_1+2J_2)$.

A nonselective pulse creates $\sigma\propto I_x$, so $x:y:z'=\sqrt3:2:\sqrt3$; the difference mode is empty. The detected quantity $\operatorname{Tr}(I_-\sigma)=\sqrt3x+2y+\sqrt3z'$ weights the coherences by the same factors. Their contributions are $3:4:3$, so the outer pair carries $6/10$ and the central transition $4/10$. In the frame rotating at $\omega_0$,
\begin{equation}
\frac{S(t)}{S(0)}=0.6\,e^{-(R_o+i\Delta_o)t}+0.4\,e^{-(R_c+i\Delta_c)t}.
\label{eq:trans}
\end{equation}
The transverse decay is biexponential in this complex sense. Since the components generally differ in frequency, the modulus of $S$ is smaller than the sum of the two moduli whenever they are out of phase.

\section{Fast and slow motion}

\subsection{Extreme narrowing}

Let $\epsilon=\omega_0\tau$ and $R_0=\chi^2s\tau/10$. For $\epsilon\ll1$, $J_k\simeq\tau(1-k^2\epsilon^2)$, and \eqref{eq:Rl} and \eqref{eq:Rt} give
\begin{equation}
\begin{aligned}
R_a&\simeq R_0(1-\epsilon^2), & R_b&\simeq R_0(1-4\epsilon^2),\\
R_o&\simeq R_0(1-\tfrac12\epsilon^2), & R_c&\simeq R_0(1-\tfrac52\epsilon^2).
\end{aligned}
\end{equation}
All four merge into
\begin{equation}
\frac1{T_1}=\frac1{T_2}=R_0=\frac{\chi^2\tau}{10}\left(1+\frac{\eta^2}{3}\right).
\label{eq:R0}
\end{equation}
The weights do not change; they cease to matter because the exponentials coincide. Both shifts tend to $\epsilon R_0/2$, a common displacement that vanishes relative to the rate. Their difference is smaller still: $K_2-2K_1\simeq-6\epsilon^3\tau$, so $\Delta_c-\Delta_o\simeq-3\epsilon^3R_0$.

\subsection{Slow motion within the weak-coupling regime}

For $\epsilon\gg1$ with $\chi\tau\ll1$ still satisfied, $J_1\simeq1/(\omega_0^2\tau)$ and $J_2\simeq J_1/4$. Then
\begin{equation}
R_a\simeq\frac{R_0}{\epsilon^2},\quad R_b\simeq\frac{R_0}{4\epsilon^2},\quad
R_o\simeq\frac{R_0}{2},\quad R_c\simeq\frac{5R_0}{8\epsilon^2}.
\end{equation}
The outer coherences dephase through the slow modulation of their transition frequencies, a process that needs no Larmor-frequency component of the motion. The central transition has no such first-order modulation. Its line narrows as $\tau$ grows, while the outer lines broaden in proportion to $\tau$. The derivation of \eqref{eq:double} requires the state to change little within one correlation time. In this regime the averaged change of the outer coherences is of order $R_o\tau\simeq\chi^2\tau^2s/20$, so for the transverse rates the expansion loses its basis once $\chi\tau$ grows to a few units, and the narrowing of the central line then stops. The populations change only by $R_a\tau\simeq\chi^2s/(10\omega_0^2)$, which stays small while $\chi\ll\omega_0$. The transfer $2gJ_2$ also falls as $1/\epsilon^2$, and the two outer lines generally receive opposite third-order shifts of order $\chi^3\tau^2$. Once $\chi\tau\epsilon^2$ exceeds about one these shifts dominate the transfer, and $x$ and $z'$ become separate modes of weight $0.3$ each. Their splitting is of relative order $\chi\tau$ against $R_o$, so \eqref{eq:trans} still holds to leading order.

\section{A numerical case}

Take the round model parameters $C_Q=200$ kHz, $\eta=0.3$, a Larmor frequency of $100$ MHz and $\tau=2$ ns. Then $s=1.03$, $\chi=1.2566\times10^6$ rad/s, $\chi\tau=0.0025$ and $\omega_0\tau=1.257$. The coupling is weak, but the motion is not in extreme narrowing. At $300$ K, $\hbar\omega_0/k_BT=1.6\times10^{-5}$, which supports the high-temperature step.

Equation \eqref{eq:g} gives $g=4.066\times10^{10}$ s$^{-2}$. With $J_0,J_1,J_2=2.0000,\,0.7755,\,0.2734$ ns,
\begin{equation}
\begin{aligned}
R_a&=4gJ_1=126.1\ \text{s}^{-1}, & R_b&=4gJ_2=44.5\ \text{s}^{-1},\\
R_o&=2g(J_0+J_1)=225.7\ \text{s}^{-1}, & R_c&=2g(J_1+J_2)=85.3\ \text{s}^{-1}.
\end{aligned}
\end{equation}
The time constants are $7.93$, $22.5$, $4.43$ and $11.7$ ms in the same order. Extreme narrowing would have given $R_0=4g\tau=325.3$ s$^{-1}$, or $3.07$ ms. The weighted initial rates are $0.2R_a+0.8R_b=60.8$ s$^{-1}$ longitudinally and $0.6R_o+0.4R_c=169.5$ s$^{-1}$ transversely. In terms of the spectral densities these are $g(0.8J_1+3.2J_2)$ and $g(1.2J_0+2J_1+0.8J_2)$, so the gap is $1.2g[(J_0-J_2)+(J_1-J_2)]$. It vanishes when the three $J_k$ are equal; here $J_0-J_2=1.73$ ns outweighs $J_1-J_2=0.50$ ns.

With $K_1=0.9745$ ns and $K_2=0.6870$ ns, the shifts are $\Delta_o=79.2$ rad/s and $\Delta_c=-23.4$ rad/s. In magnitude they are $0.35$ and $0.27$ of the corresponding decay rates. After $8$ ms the two components differ in phase by about $0.82$ rad, and the modulus of the signal is $0.279$; without the shifts it would be $0.301$.

These results were tested against a model that makes no expansion in $\chi\tau$. The tensor jumps at random among fifteen orientations related by icosahedral rotations, and the Liouville equation for spin and orientation together is solved numerically. The second moments of this set agree with those of a continuous isotropic distribution. The weights of \eqref{eq:long} and \eqref{eq:trans} were reproduced within $0.002$, the rates within a relative $0.2\%$, and the shifts within $0.2\%$ of $R_0$. The test also confirmed the weights $2$ and $-1$ after central inversion. It examines the perturbation theory and the algebra; the single correlation time is common to both descriptions.

At a Larmor frequency of $1$ MHz, with the same motion, $\omega_0\tau=0.0126$. After $4$ ms the jump model gives $0.2724$ for the longitudinal and $0.2723$ for the transverse magnetization, against $e^{-R_0t}=0.2722$. The four rates have merged for practical purposes.

\section*{Computed results}
\begin{verbatim}
C_Q = 200 kHz, eta = 0.3, s = 1.0300
Larmor frequency = 100 MHz, tau = 2.0 ns
chi = 1.25664e+06 rad/s, w0 = 6.28319e+08 rad/s
chi*tau = 0.00251, w0*tau = 1.2566
h*nu/(k*300 K) = 1.60e-05
g = 4.06628e+10 s^-2 (mean square off-diagonal element)
J0 = 2.0000 ns, K0 = 0.0000 ns
J1 = 0.7755 ns, K1 = 0.9745 ns
J2 = 0.2734 ns, K2 = 0.6870 ns
R0 (extreme narrowing) = 325.30 s^-1, 1/R0 = 3.074 ms
mode: weight, rate by formula, rate by jump model, time constant
longitudinal a: 0.2000, 126.13 s^-1, 126.13 s^-1, 7.928 ms
longitudinal b: 0.8000, 44.46 s^-1, 44.46 s^-1, 22.492 ms
transverse outer: 0.6000, 225.72 s^-1, 225.72 s^-1, 4.430 ms
transverse central: 0.4000, 85.29 s^-1, 85.29 s^-1, 11.724 ms
outer shift: formula 79.25, model 79.25 rad/s
central shift: formula -23.38, model -23.38 rad/s
outer difference mode: formula 270.18, model 270.18 s^-1
central inversion weights (b, a): 2.0000, -1.0000
initial longitudinal rate = 60.79 s^-1
initial transverse rate = 169.55 s^-1
t/ms: Mz model, Mz formula | Mt model, Mt formula, Mt no shifts
1: 0.9415, 0.9415 | 0.8450, 0.8450, 0.8461
2: 0.8873, 0.8873 | 0.7155, 0.7155, 0.7193
4: 0.7904, 0.7904 | 0.5166, 0.5166, 0.5276
8: 0.6335, 0.6335 | 0.2789, 0.2789, 0.3008
Larmor frequency 1 MHz: w0*tau = 0.01257
t/ms: Mz model, Mt model, exp(-R0 t)
1: 0.7224, 0.7224, 0.7223
2: 0.5219, 0.5218, 0.5217
4: 0.2724, 0.2723, 0.2722
8: 0.0742, 0.0741, 0.0741
w0*tau: Ra/R0, Rb/R0, Ro/R0, Rc/R0, Do/R0, Dc/R0 (formula)
0.01: 0.99990, 0.99960, 0.99995, 0.99975, 0.00500, 0.00500
0.10: 0.99010, 0.96154, 0.99505, 0.97582, 0.04950, 0.04665
1.00: 0.50000, 0.20000, 0.75000, 0.35000, 0.25000, -0.05000
10.00: 0.00990, 0.00249, 0.50495, 0.00620, 0.04950, -0.02457
\end{verbatim}
